**Spin-free density traces and total spin, tested in a four-orbital Fock space**

The program builds the spin-free densities G_k (k = 1 to 4) from their defining operator strings and asserts that tracing one matched index pair gives (N − k + 1) G_(k−1), where N is the electron number. It asserts ⟨S²⟩ = N − N²/4 − X/2, with X = Σ G_2[p,q,q,p], against separately built Sx, Sy and Sz matrices. The states include spin eigenstates, an alternating determinant and random complex states without spin symmetry. Further assertions cover the variance of S² from exchange-type traces of G_2, G_3 and G_4, and the spin density of states with M = S from the partial exchange trace. For a Hubbard chain with four electrons, the output shows that the lowest triplet and the alternating determinant both have ⟨S²⟩ = 2 ħ², with variances of 0 and 4 ħ⁴. A superposition of three- and five-electron states violates the partial-trace relation when the mean N is inserted, while the spin formula holds with ⟨N⟩ and ⟨N²⟩.

## Numerical check

```python
"""
Spin-free k-particle densities, k = 1..4, for a state of N electrons:
  G_k[p1..pk, q1..qk] = sum over spins of
      < a+(p1 s1) ... a+(pk sk) a(qk sk) ... a(q1 s1) >
Results under test:
  direct partial trace:  Tr_last G_k = (N - k + 1) G_(k-1)
  total spin:            <S^2> = N - N^2/4 - X/2,
                         X = sum_pq G_2[p,q,q,p]  (exchange-type trace)
  spin variance from exchange-type traces of G_2, G_3 and G_4
  spin density D of a state with M = S from the partial exchange trace
Densities come from operator strings in the full Fock space of four
orbitals; S^2 comes from separate Sx, Sy, Sz matrices (hbar = 1).
Model energies are in Ry.
"""
from itertools import product
from math import factorial
import numpy as np

n_orb = 4
dim = 2 ** (2 * n_orb)
hopping, repulsion = 0.1, 0.4      # Ry
TOL = 1e-9                        # double-precision rounding


def annihilator(mode):
    """Jordan-Wigner matrix of one spin-orbital annihilator."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    matrix = np.eye(1)
    for j in range(2 * n_orb):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        matrix = np.kron(matrix, factor)
    return matrix


# ann[p][s]: orbital p, spin s (0 = alpha, 1 = beta)
ann = [[annihilator(2 * p + s) for s in range(2)] for p in range(n_orb)]
num = [[a.T @ a for a in pair] for pair in ann]
number_op = sum(num[p][0] + num[p][1] for p in range(n_orb))
s_z = 0.5 * sum(num[p][0] - num[p][1] for p in range(n_orb))
s_plus = sum(ann[p][0].T @ ann[p][1] for p in range(n_orb))
s_x = (s_plus + s_plus.T) / 2
s_y = (s_plus - s_plus.T) / 2j
s_squared = (s_x @ s_x + s_y @ s_y + s_z @ s_z).real

hamiltonian = repulsion * sum(num[p][0] @ num[p][1] for p in range(n_orb))
for p in range(n_orb - 1):
    for s in range(2):
        hop = ann[p][s].T @ ann[p + 1][s]
        hamiltonian = hamiltonian - hopping * (hop + hop.T)

n_diag, m_diag = np.diag(number_op), np.diag(s_z)


def mean(operator, state):
    return np.vdot(state, operator @ state).real


def lowest_state(n_el, spin):
    """Lowest eigenstate of given N and S with M = S."""
    sector = np.where((abs(n_diag - n_el) < 1e-9)
                      & (abs(m_diag - spin) < 1e-9))[0]
    penalty = 10.0 * (s_squared - spin * (spin + 1) * np.eye(dim))
    block = (hamiltonian + penalty)[np.ix_(sector, sector)]
    state = np.zeros(dim, complex)
    state[sector] = np.linalg.eigh(block)[1][:, 0]
    return state


rng = np.random.default_rng(7)


def random_state(n_el):
    """Random complex state of fixed N, without any spin symmetry."""
    state = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    state[abs(n_diag - n_el) > 1e-9] = 0
    return state / np.linalg.norm(state)


def density(state, k):
    """Spin-free k-particle density from its definition."""
    gamma = np.zeros((n_orb ** k, n_orb ** k), complex)
    for spins in product(range(2), repeat=k):
        vecs = state[None, :]
        for s in spins:
            vecs = np.stack([vecs @ ann[q][s].T for q in range(n_orb)],
                            axis=1).reshape(-1, dim)
        gamma += vecs.conj() @ vecs.T
    return gamma.reshape((n_orb,) * (2 * k))


def spin_density(state):
    return np.array([[np.vdot(ann[p][0] @ state, ann[q][0] @ state)
                      - np.vdot(ann[p][1] @ state, ann[q][1] @ state)
                      for q in range(n_orb)] for p in range(n_orb)])


neel = np.zeros(dim, complex)
neel[0] = 1.0                     # vacuum
for p in reversed(range(n_orb)):
    neel = ann[p][p % 2].T @ neel

# label: (state, N, S if the state is a spin eigenstate with M = S)
states = {
    "singlet": (lowest_state(4, 0), 4, 0),
    "triplet": (lowest_state(4, 1), 4, 1),
    "quintet": (lowest_state(4, 2), 4, 2),
    "alternating det.": (neel, 4, None),
    "singlet N=2": (lowest_state(2, 0), 2, 0),
    "singlet N=6": (lowest_state(6, 0), 6, 0),
    "doublet N=3": (lowest_state(3, 0.5), 3, 0.5),
    "doublet N=5": (lowest_state(5, 0.5), 5, 0.5),
    "random N=4": (random_state(4), 4, None),
    "random N=5": (random_state(5), 5, None),
}
dens, summary, exchange_partial = {}, {}, {}
for label, (state, n_el, spin) in states.items():
    g = {k: density(state, k) for k in range(1, 5)}
    dens[label] = g
    # direct partial traces, over the last and over the first slot
    for k in range(2, 5):
        target = (n_el - k + 1) * g[k - 1]
        last = np.trace(g[k], axis1=k - 1, axis2=2 * k - 1)
        first = np.trace(g[k], axis1=0, axis2=k)
        assert np.allclose(last, target, atol=TOL)
        assert np.allclose(first, target, atol=TOL)
    for k in range(1, 5):
        full = np.trace(g[k].reshape(n_orb ** k, n_orb ** k)).real
        count = factorial(n_el) // factorial(n_el - k) if k <= n_el else 0
        assert abs(full - count) < TOL
    # total spin from the exchange-type trace
    x = np.einsum('pqqp->', g[2]).real
    s2_density = n_el - n_el ** 2 / 4 - x / 2
    s2_direct = mean(s_squared, state)
    assert abs(s2_density - s2_direct) < TOL
    if spin is not None:
        assert abs(s2_density - spin * (spin + 1)) < TOL
    # the same trace recovered from the higher densities
    x3 = np.einsum('pqrqpr->', g[3]).real
    x4 = np.einsum('pqrsqprs->', g[4]).real
    if n_el > 2:
        assert abs(x3 / (n_el - 2) - x) < TOL
    if n_el > 3:
        assert abs(x4 / ((n_el - 2) * (n_el - 3)) - x) < TOL
    # variance of S^2
    cyc3 = np.einsum('pqrqrp->', g[3]).real
    double4 = np.einsum('pqrsqpsr->', g[4]).real
    x_sq = double4 + 4 * cyc3 + 2 * n_el * (n_el - 1)
    var_density = (x_sq - x ** 2) / 4
    var_direct = np.linalg.norm(s_squared @ state) ** 2 - s2_direct ** 2
    assert abs(var_density - var_direct) < 1e-8
    # partial exchange trace and spin density
    k_mat = np.einsum('prrq->pq', g[2])
    exchange_partial[label] = k_mat
    if spin is not None:
        d_from_k = ((2 - n_el / 2) * g[1] - k_mat) / (spin + 1)
        assert np.allclose(d_from_k, spin_density(state), atol=TOL)
    summary[label] = (x, s2_density, s2_direct, cyc3, double4,
                      var_density, var_direct)

# equal one-particle densities, different partial exchange traces
assert np.allclose(dens["quintet"][1], dens["alternating det."][1], atol=TOL)
k_gap = np.max(abs(exchange_partial["quintet"]
                   - exchange_partial["alternating det."]))
assert k_gap > 0.1

# mixed particle number: mean N is not enough for the partial trace
mixed = (random_state(3) + random_state(5)) / np.sqrt(2)
m1, m2 = density(mixed, 1), density(mixed, 2)
n_mean, n2_mean = mean(number_op, mixed), mean(number_op @ number_op, mixed)
violation = np.max(abs(np.einsum('prqr->pq', m2) - (n_mean - 1) * m1))
assert violation > 0.01
s2_mixed = n_mean - n2_mean / 4 - np.einsum('pqqp->', m2).real / 2
assert abs(s2_mixed - mean(s_squared, mixed)) < TOL

# the lowest singlet is the ground state for four electrons
four = np.where(abs(n_diag - 4) < 1e-9)[0]
ground = np.linalg.eigvalsh(hamiltonian[np.ix_(four, four)])[0]
energy = {s: mean(hamiltonian, states[s][0])
          for s in ("singlet", "triplet", "quintet")}
assert abs(ground - energy["singlet"]) < TOL
assert energy["triplet"] > energy["singlet"] + 1e-6

# spin composition of the alternating determinant by projection
weights = []
for spin in range(3):
    vec = neel.copy()
    for other in range(3):
        if other != spin:
            shift, own = other * (other + 1), spin * (spin + 1)
            vec = (s_squared @ vec - shift * vec) / (own - shift)
    weights.append(np.vdot(neel, vec).real)
assert abs(sum(weights) - 1) < TOL


def fmt(values, digits=6):
    rounded = np.round(np.real(np.atleast_1d(values)), digits) + 0.0
    return "  ".join(f"{v:.{digits}f}" for v in rounded)


print("Hubbard chain: sites, electrons =", n_orb, states["singlet"][1])
print("hopping t, repulsion U (Ry):", hopping, repulsion)
for label, value in energy.items():
    print(f"lowest {label} energy (Ry):", fmt(value))
g = dens["singlet"]
print("Singlet ground state, densities dimensionless, sites 1..4")
print("full traces of G1,G2,G3,G4:", fmt(
    [np.trace(g[k].reshape(n_orb ** k, -1)).real for k in range(1, 5)], 3))
print("G1[1;2]:", fmt(g[1][0, 1]))
print("G2[1r;2r], r=1..4:", fmt([g[2][0, r, 1, r] for r in range(4)]))
print("  their sum:", fmt(sum(g[2][0, r, 1, r] for r in range(4))))
print("G2[12;21]:", fmt(g[2][0, 1, 1, 0]))
print("G3[12r;21r], r=1..4:",
      fmt([g[3][0, 1, r, 1, 0, r] for r in range(4)]))
print("  their sum:", fmt(sum(g[3][0, 1, r, 1, 0, r] for r in range(4))))
print("G3[123;213]:", fmt(g[3][0, 1, 2, 1, 0, 2]))
print("G4[123r;213r], r=1..4:",
      fmt([g[4][0, 1, 2, r, 1, 0, 2, r] for r in range(4)]))
print("  their sum:",
      fmt(sum(g[4][0, 1, 2, r, 1, 0, 2, r] for r in range(4))))
for label in ("singlet", "alternating det."):
    print(f"G2[pq;qp], rows p, columns q, {label}:")
    for row in np.einsum('pqqp->pq', dens[label][2]):
        print("  ", fmt(row))
print("Four electrons; S^2 in hbar^2, variance in hbar^4")
for label in ("singlet", "triplet", "quintet", "alternating det."):
    x, s2, s2_dir, cyc3, double4, var, var_dir = summary[label]
    print(f"{label}: X, 3-cycle trace, double-exchange trace:",
          fmt([x, cyc3, double4], 4))
    print("   S^2 density/direct, variance density/direct:",
          fmt([s2, s2_dir, var, var_dir], 4))
print("alternating det., weights of S=0,1,2:", fmt(weights))
print("Triplet with M=1, site diagonals:")
k_trip, g_trip = exchange_partial["triplet"], dens["triplet"][1]
print("  G1:", fmt(np.diag(g_trip)))
print("  partial exchange trace K:", fmt(np.diag(k_trip)))
print("  spin density from G1 and K:",
      fmt(np.diag(((2 - 4 / 2) * g_trip - k_trip) / 2)))
print("  spin density direct:",
      fmt(np.diag(spin_density(states["triplet"][0]))))
print("largest K difference, quintet vs alternating det.:", fmt(k_gap))
print("Mixed N=3,5 state: <N>, <N^2>:", fmt([n_mean, n2_mean], 3))
print("  largest partial-trace error with mean N:", fmt(violation))
print("  S^2 from density, direct (hbar^2):",
      fmt([s2_mixed, mean(s_squared, mixed)]))
print("ALL CHECKS PASSED")
```

It prints:

```
Hubbard chain: sites, electrons = 4 4
hopping t, repulsion U (Ry): 0.1 0.4
lowest singlet energy (Ry): -0.195315
lowest triplet energy (Ry): -0.141290
lowest quintet energy (Ry): 0.000000
Singlet ground state, densities dimensionless, sites 1..4
full traces of G1,G2,G3,G4: 4.000  12.000  24.000  24.000
G1[1;2]: 0.656680
G2[1r;2r], r=1..4: 0.328340  0.328340  0.656680  0.656680
  their sum: 1.970041
G2[12;21]: 0.670128
G3[12r;21r], r=1..4: -0.007476  -0.031649  0.701777  0.677604
  their sum: 1.340256
G3[123;213]: 0.701777
G4[123r;213r], r=1..4: -0.001913  -0.005485  0.111064  0.598112
  their sum: 0.701777
G2[pq;qp], rows p, columns q, singlet:
   0.145620  0.670128  -0.718346  -0.097401
   0.670128  0.193966  -0.145748  -0.718346
   -0.718346  -0.145748  0.193966  0.670128
   -0.097401  -0.718346  0.670128  0.145620
G2[pq;qp], rows p, columns q, alternating det.:
   0.000000  0.000000  -1.000000  0.000000
   0.000000  0.000000  0.000000  -1.000000
   -1.000000  0.000000  0.000000  0.000000
   0.000000  -1.000000  0.000000  0.000000
Four electrons; S^2 in hbar^2, variance in hbar^4
singlet: X, 3-cycle trace, double-exchange trace: 0.0000  -12.0000  24.0000
   S^2 density/direct, variance density/direct: 0.0000  0.0000  0.0000  0.0000
triplet: X, 3-cycle trace, double-exchange trace: -4.0000  0.0000  -8.0000
   S^2 density/direct, variance density/direct: 2.0000  2.0000  0.0000  0.0000
quintet: X, 3-cycle trace, double-exchange trace: -12.0000  24.0000  24.0000
   S^2 density/direct, variance density/direct: 6.0000  6.0000  0.0000  0.0000
alternating det.: X, 3-cycle trace, double-exchange trace: -4.0000  0.0000  8.0000
   S^2 density/direct, variance density/direct: 2.0000  2.0000  4.0000  4.0000
alternating det., weights of S=0,1,2: 0.333333  0.500000  0.166667
Triplet with M=1, site diagonals:
  G1: 1.000000  1.000000  1.000000  1.000000
  partial exchange trace K: -1.654857  -0.345143  -0.345143  -1.654857
  spin density from G1 and K: 0.827429  0.172571  0.172571  0.827429
  spin density direct: 0.827429  0.172571  0.172571  0.827429
largest K difference, quintet vs alternating det.: 2.000000
Mixed N=3,5 state: <N>, <N^2>: 4.000  17.000
  largest partial-trace error with mean N: 0.322249
  S^2 from density, direct (hbar^2): 1.370619  1.370619
ALL CHECKS PASSED
```
